Why R⁻⁶ sums fail for parallel metallic sheets and wires

**Definitions and conventions**

Two identical conductors lie parallel at distance D. They are either flat sheets with n mobile electrons per area, or straight wires of effective radius a with n₁ mobile electrons per length. The electrons have mass m and charge −e, and a rigid background neutralizes them. E(D) is the energy relative to infinite separation, so attraction means E < 0. It is quoted per area A or per length L. Formulas are in Gaussian units. Numbers are in atomic units, with the bohr a₀ as length and the hartree Ha as energy.

The conductors are clean, laterally infinite and at zero temperature, their densities do not overlap, and the Coulomb force acts without delay. Correlation is treated in the random-phase approximation (RPA), which leaves out exchange and correlation corrections to the electrons' response. Two electrons in one wire interact through e²/√(z²+a²), where z is their distance along the wire. Two electrons in different wires interact through e²/√(z²+D²).

**The belief and its appeal**

The belief is that dispersion between large bodies follows from adding terms −C₆/R⁶ over pairs of small parts, and that only the coefficients need care. For two distant atoms R⁻⁶ is correct, and a sum over parts looks like mere bookkeeping. It gives

∫₀^∞ 2πρ dρ/(ρ²+D²)³ = π/(2D⁴) for sheets,

∫ dz/(z²+D²)³ = 3π/(8D⁵) for wires.

A better C₆, if it does not depend on D, changes the prefactor and not the power. Terms in R⁻⁸ or R⁻¹⁰ fall off faster still. If the metallic power is slower than D⁻⁴ or D⁻⁵, no such refinement can repair the sum at large D.

**Equations of motion**

Let u_j be the electron displacement in conductor j, along the conductor. The density change is δn_j = −n∇·u_j, and Newton's law reads m ü_j = −∇Φ_j, where Φ_j is the potential energy of an electron due to all density changes. Taking two time derivatives of δn_j gives (n/m)∇²Φ_j, so for wavenumber q

δn̈_j = −(nq²/m) Σ_k v_jk(q) δn_k.

The transforms v_jk are needed. A charge wave in a plane produces a potential that obeys φ″ = q²φ outside it, hence φ ∝ e^(−q|z|) at height z. The jump of slope, 2qφ(0) = 4πσ for surface charge σ, fixes the amplitude. For wires the transform is the integral representation of the Bessel function K₀. Thus

sheets: v₁₁ = 2πe²/q, v₁₂ = 2πe² e^(−qD)/q,

wires: v₁₁ = 2e²K₀(qa), v₁₂ = 2e²K₀(qD).

The sum and difference of δn₁ and δn₂ are the normal modes, with v₁₁ ± v₁₂ in place of the matrix.

**Sheets: D^(−5/2)**

The mode frequencies are

ω±² = ω₀²(1 ± e^(−qD)), ω₀² = 2πne²q/m.

Each mode has zero-point energy ħω/2. There are d²q/(2π)² = q dq/(2π) wavevectors per area, so

E/A = (ħ/4π) ∫₀^∞ q dq ω₀(q) [√(1+e^(−qD)) + √(1−e^(−qD)) − 2].

With x = qD, the factor q dq contributes D⁻² and ω₀ contributes D^(−1/2):

E/A = −(I/4π) ħ √(2πne²/m) D^(−5/2),

I = ∫₀^∞ x^(3/2) [2 − √(1+e^(−x)) − √(1−e^(−x))] dx = 0.06298.

In atomic units this is E/A = −0.01256 √n D^(−5/2).

The expansion √(1+y)+√(1−y)−2 = −y²/4 − 5y⁴/64 − … shows where the power comes from. The first term, of second order in the coupling between the sheets, gives ¼Γ(5/2)/2^(5/2), which is 93% of I. It already carries D^(−5/2), as does every later term. The pair sum therefore does not fail for want of high orders between the sheets. What matters is the response within each sheet.

The derivation ignored the Fermi pressure. Its relative size in ω² is about v_F²q²/ω₀². With v_F = ħk_F/m and k_F² = 2πn, this equals qa₀, or a₀/D at the relevant q ≈ 1/D. It vanishes at large D.

**Wires: a logarithm that needs a length**

In one dimension the pressure competes with a mere logarithm, so it is kept. The chemical potential μ = ħ²k_F²/2m with k_F = πn₁/2 gives dμ/dn₁ = 2μ/n₁ = mv_F²/n₁. This adds to v₁₁ and raises ω² by v_F²q². Hence

ω±² = (2n₁e²q²/m)[K₀(qa) + β ± K₀(qD)], β = mv_F²/(2n₁e²).

Let ω₀ be the frequency without the last term, and r = K₀(qD)/[K₀(qa)+β]. The measure is dq/(2π) over both signs of q, so

E/L = (ħ/2π) ∫₀^∞ dq ω₀ [√(1+r)+√(1−r)−2].

At fixed x = qD, r becomes small as D/a grows, and the bracket tends to −r²/4. The region x ≲ a/D, where r is not small, has a weight of order (a/D)², apart from logarithms. To leading order

E/L ≈ −(ħ/8π) √(2n₁e²/m) D⁻² ∫₀^∞ x K₀(x)² [K₀(xa/D)+β]^(−3/2) dx.

For small argument K₀(y) ≈ ln(2/y) − γ, with γ Euler's constant. The square bracket is then

ln(D/a) + β + (ln 2 − γ − ln x).

Its average with weight xK₀² follows from the moments M(s) = ∫₀^∞ x^(s−1)K₀² dx. Insert K₀(x) = ½∫₀^∞ (dt/t) exp(−t−x²/4t) twice, with variables t and t′, and do the x integral:

M(s) = (2^s/8) Γ(s/2) ∫∫ (tt′)^(s/2−1) (t+t′)^(−s/2) e^(−t−t′) dt dt′.

With t = pw and t′ = p(1−w), the p integral gives Γ(s/2) and the w integral gives Γ(s/2)²/Γ(s). Therefore

M(s) = 2^(s−3) Γ(s/2)⁴/Γ(s).

So M(2) = 1/2. The weighted mean of ln x is d ln M/ds at s = 2, which is ln 2 + 2ψ(1) − ψ(2) = ln 2 − γ − 1, where ψ is the derivative of ln Γ. The round bracket above averages to 1, and

E/L ≈ −(ħ/16π) √(2n₁e²/m) D⁻² ℓ^(−3/2), ℓ = ln(D/a) + 1 + β.

Expanding about this mean removes the correction of relative order 1/ℓ; the next is of order 1/ℓ². As D/a → ∞, ℓ may be replaced by ln(D/a), which is the law D⁻²[ln(D/a)]^(−3/2). The shorthand "ln D" hides the length a, without which the logarithm has no meaning.

The limit is slow. With the example's a and n₁, the mode sum differs from the law with ln(D/a) by 23% of that law at D/a = 10², and still by 1.8% at D/a = 10⁴⁰. With ℓ the differences are 6.7% and 0.03%.

**Where the pair sum is right**

Bind each electron to its rest position by a spring of frequency ω_b, and keep treating the charge as a smooth fluid. The field that discrete neighbouring sites exert on each other within one conductor is then left out. Its polarizability along the conductor is α = e²/(mω_b²), and the conductor has become an insulator.

First, the pair sum. Two such oscillators have the interaction energy −e² Σ x_i T_ij x′_j, with T_ij = (3R_iR_j/R² − δ_ij)/R³ restricted to the allowed directions. For each eigenvalue t of T, the frequencies are ω_b√(1±αt), and the zero-point energy shifts by −ħω_bα²t²/8. In a sheet, with s = ρ²/R², the eigenvalues are (3s−1)/R³ and −1/R³, so the sum of t² is (9s²−6s+2)/R⁶. Its integral over the plane, done with the variable ρ²/D², is

(π/D⁴)(9/12 − 6/6 + 2/2) = 3π/(4D⁴).

Multiplying by −n²ħω_bα²/8 gives

E/A = −(3π/32) n²ħω_bα² D⁻⁴.

Second, the mode sum. The spring adds ω_b² to ω±²:

ω±² = ω_b² + 2πnαω_b² q (1 ± e^(−qD)).

For D ≫ 2πnα the second term is small at q ≈ 1/D. With c = 2πnαω_b² q e^(−qD), the sum ω₊+ω₋−2ω₀ becomes −c²/(4ω_b³), and

E/A = −(ħ/16π)(4π²n²α²ω_b) ∫₀^∞ q³e^(−2qD) dq.

The integral is 3/(8D⁴), so the result is again −(3π/32)n²ħω_bα²D⁻⁴.

Wires agree in the same way. The pair sum contains ∫(3z²/R²−1)²R⁻⁶dz. With z = D tan θ this is D⁻⁵∫cos⁴θ(3sin²θ−1)²dθ = 27π/(128D⁵). The mode sum has c = 2n₁αω_b²q²K₀(qD) and gives −(ħω_bn₁²α²/2π)M(5)/D⁵ with M(5) = 27π²/512. Both yield

E/L = −(27π/1024) n₁²ħω_bα² D⁻⁵.

The pair sum is thus the large-D limit of the same collective calculation when the electrons are bound in a smooth fluid. On discrete sites the field of the neighbours changes the coefficient. For point oscillators moving in the plane of a square lattice with αn^(3/2) = 0.05, the energy at a distance of 12 lattice spacings is about 1.3 times the pair sum with the bare α. The ratio rises toward about 1.47 at large distance, while the power still tends to −4. For oscillators free to move in all three directions, the ratio at 12 spacings is instead about 0.93. For smooth sheets the pair law sets in gradually beyond D ≈ 2πnα. As the spring weakens, α grows without bound and this length moves to infinity. For a metallic sheet or wire the pair regime is never reached, because the frequency of its density waves falls to zero at long wavelength. At D/(2πnα) = 0.001, 1 and 1000 the computed local exponents are −2.50, −3.15 and −4.00. In this smooth model a weakly bound sheet therefore behaves like a metal at intermediate distances. The crossover length should not be carried over to point oscillators on a square lattice, which become unstable once 2πnα reaches about 1.2 lattice spacings.

**The full RPA response**

The fluid picture can be checked with the Lindhard response χ₀(q,iu) of a free electron gas at imaginary frequency. The RPA correlation energy contains ln(1−vχ₀) for each eigenvalue v₁₁ ± v₁₂ of the interaction. Subtracting the value for v₁₂ = 0 gives

E/A = ħ ∫ d²q/(2π)² ∫₀^∞ du/(2π) ln{1 − [v₁₂χ₀/(1−v₁₁χ₀)]²}.

For wires the measure is dq/(2π). With the fluid response χ₀ = −nq²/(mu²), the argument of the logarithm becomes (u²+ω₊²)(u²+ω₋²)/(u²+ω₀²)². Since ∫₀^∞ ln[(u²+b²)/(u²+d²)]du = π(b−d), the plasmon sum returns.

With the full χ₀, the sheet energy at D = 10 000 a₀ and n = 0.01 a₀⁻² differs from the law by 0.014% of the law. This is a check within the instantaneous model; at that distance retardation would change the energy by about 0.7%. For the wires below at D = 1000 a₀, the RPA energy agrees with the mode sum to the five decimals printed if β is included, and is 3% smaller in magnitude if β is left out.

**Numbers for sheets**

Take n = 0.01 a₀⁻² and D = 100 a₀. The law gives

E/A = −0.01256 × 0.1 × 10⁻⁵ = −1.256×10⁻⁸ Ha/a₀².

The full RPA value is −1.239×10⁻⁸ Ha/a₀², or −19.3 μJ/m². The law overshoots by 1.4% of the RPA value. The size and even the sign of this correction belong to the RPA. The density is low, with about 5.6 a₀ as the radius of the area per electron. A local exchange term −e²k_F/(πn) added to v₁₁ moves the ratio of energy to law from 0.987 to about 1.01 at 100 a₀, and from 0.88 to about 1.12 at 10 a₀. The law itself depends only on n/m and is unchanged.

Now let a pair model be fitted to the RPA energy at D = 10 a₀, −3.496×10⁻⁶ Ha/a₀². Its D⁻⁴ law predicts −3.50×10⁻¹⁰ Ha/a₀² at 100 a₀. The RPA attraction is 35 times stronger. The two powers alone account for 10^(3/2) = 31.6. The remaining factor, 0.9865/0.8801 = 1.12, reflects the approach of the RPA energy to its limit.

**Numbers for wires**

Take n₁ = 0.1 a₀⁻¹ and a = 5 a₀, so β = 0.123. At D = 100 a₀, ℓ = ln 20 + 1.123 = 4.12, and

E/L = −(√0.2/16π) × 10⁻⁴ × 4.12^(−3/2) = −1.06×10⁻⁷ Ha/a₀.

The RPA gives −1.20×10⁻⁷ Ha/a₀, or −6.2×10⁻⁵ eV/nm. The refined law is 12% too weak relative to RPA; the law with the bare logarithm, −1.72×10⁻⁷ Ha/a₀, is 42% too strong. Exchange, which the RPA omits, is as large as the pressure term here. In Hartree–Fock it shifts β by −K₀(πn₁a)/2 = −0.098, which strengthens the mode energy at this distance by about 4% and leaves the leading law unchanged.

A D⁻⁵ model fitted at 20 a₀ predicts −7.70×10⁻¹¹ Ha/a₀ at 200 a₀. The RPA value is −2.31×10⁻⁸ Ha/a₀, 300 times larger in magnitude. The local exponent there is −2.35. With ℓ = ln 40 + 1.123 = 4.81 at this distance, the refined law gives −2 − 3/(2ℓ) = −2.31, so an exponent steeper than −2 at accessible distances is the logarithm at work.

**Limits of the metallic laws**

Retardation can be neglected while ω₀(1/D)D ≪ c, which for sheets means D ≪ mc²/(2πne²), about 3×10⁵ a₀ at the density above. Thermal effects are small while k_BT ≪ ħω₀(1/D); for the same sheets at D = 100 a₀ this energy corresponds to about 7900 K, and it falls as D^(−1/2). For the wires above at D = 100 a₀ it corresponds to about 2500 K, and it falls faster, there about as D^(−0.85), with the power tending slowly to −1. Wires are also more sensitive: at k_BT = 0.1 ħω₀(1/D) and this distance, the interaction free energy of the modes exceeds the zero-temperature energy by 47% in magnitude, against 4% for sheets. At 300 K the free energy of the wire modes exceeds the zero-temperature energy by 4% in magnitude at D = 20 a₀ and by 61% at 100 a₀, and at 200 a₀ it is 2.6 times as large. The wire energies quoted for the two larger distances therefore do not apply at room temperature. The scattering rate of the electrons must also lie well below ω₀(1/D).

The last condition is lateral size. A finite wire has a lowest plasmon of nonzero frequency, and from far away it acts as one polarizable object. Diagonalizing the modes of two wires 200 a₀ long gives an average exponent of about −5.955 between D = 1000 and 2000 a₀, a value that shifts by about 0.002 with the discretization. The R⁻⁶ law thus returns for the pair of whole wires, with a coefficient set by their collective polarization. It does not justify adding R⁻⁶ terms over their parts when D is much smaller than their length.

**What this asks of a density functional**

A semilocal functional evaluates each point from the density and its derivatives there. For fixed, non-overlapping densities it contains no long-range correlation energy between the fragments. Adding pair terms with D-independent coefficients supplies an attraction, but with the powers −4 and −5. To obtain the metallic laws, a functional must contain the response of each fragment at wavelengths of order D, including the screening within it. The RPA does so. The numerical output below gives the energies at further distances.

Numbers as computed

```
Sheet integral I = 0.062978 (dimensionless)
First-order-term share of I = 0.9329
Sheet coefficient C in E/A=-C sqrt(n) D^-5/2 = 0.012562 a.u.
Sheet density n = 0.01 a0^-2
Sheets D=10 a0: RPA -3.4963e-06, law -3.9725e-06 Ha/a0^2, ratio 0.8801
Sheets D=30 a0: RPA -2.4398e-07, law -2.5484e-07 Ha/a0^2, ratio 0.9574
Sheets D=100 a0: RPA -1.2393e-08, law -1.2562e-08 Ha/a0^2, ratio 0.9865
Sheets D=300 a0: RPA -8.0216e-10, law -8.0587e-10 Ha/a0^2, ratio 0.9954
Sheets D=1000 a0: RPA -3.9670e-11, law -3.9725e-11 Ha/a0^2, ratio 0.9986
Sheets D=10000 a0: |RPA/law - 1| = 1.42e-04
Sheets: RPA / D^-4 extrapolation, 10 to 100 a0 = 35.4
Sheets D=100 a0 = 5.292 nm: RPA energy -19.29 microJ/m^2
Sheet plasmon at q=1/(100 a0): 0.02507 Ha
Same energy / k_B = 7915 K
Sheet retardation length c^2/(2 pi n) = 2.989e+05 a0
Wire density n1 = 0.1 a0^-1, radius a = 5.0 a0
Wire Fermi wavenumber = 0.1571 a0^-1
Wire beta = 0.1234 (dimensionless)
Wires D=20 a0: RPA -7.7024e-06, bare law -1.3627e-05, refined -5.5945e-06 Ha/a0
Wires D=50 a0: RPA -6.7045e-07, bare law -1.0185e-06, refined -5.6122e-07 Ha/a0
Wires D=100 a0: RPA -1.2047e-07, bare law -1.7159e-07, refined -1.0642e-07 Ha/a0
Wires D=200 a0: RPA -2.3086e-08, bare law -3.1394e-08, refined -2.1070e-08 Ha/a0
Wires D=1000 a0: RPA -5.7599e-10, bare law -7.2952e-10, refined -5.4673e-10 Ha/a0
Wires: RPA / D^-5 extrapolation, 20 to 200 a0 = 300
Wires D=100 a0: RPA energy -6.195e-05 eV/nm
Wire local exponent at D=200 a0 = -2.349
Wires D/a=10^2: mode sum/bare law 0.7692, mode sum/refined law 1.06721
Wires D/a=10^10: mode sum/bare law 0.9348, mode sum/refined law 1.00407
Wires D/a=10^40: mode sum/bare law 0.9823, mode sum/refined law 1.00029
Predicted refined-law error times log^2 = 2.5324
Wires D=1000 a0: RPA/mode sum with beta 1.00000, without 0.96939
Finite-wire bulk energy / infinite mode sum (D=30 a0) = 1.0001
Finite wires, length 200 a0, D=1000-2000 a0: power -5.955
Pair-sum powers: sheets -4.0000, wires -5.0000
Gapped mode sum / pair sum: sheets 0.9983, wires 0.9978
Gapped sheets D/(2 pi n alpha)=0.001: exponent -2.503
Gapped sheets D/(2 pi n alpha)=1: exponent -3.150
Gapped sheets D/(2 pi n alpha)=1000: exponent -3.997
```
